# Scalar Screening and the Unscreened Gauge Field in Strained Doped Graphene

## Two ways to displace a Dirac cone

Take electron-doped graphene at zero temperature, with Fermi wavenumber $k_F$ and Fermi energy $E_F=\hbar vk_F$, measured from the Dirac point. Four spin-valley flavours fill discs of area $\pi k_F^2$, so

$$\bar n=\frac{4\pi k_F^2}{(2\pi)^2}=\frac{E_F^2}{\pi\hbar^2v^2},\qquad D=\frac{d\bar n}{dE_F}=\frac{2k_F}{\pi\hbar v}. \tag{1}$$

Suppose first that a perturbation raises the cone in energy by $U$, slowly varying in space, and leaves its shape alone. At fixed chemical potential the Fermi disc shrinks where the cone is high. If $E_D$ is the final shift of the Dirac point, the density changes by $-DE_D$. The displaced charge produces an electron potential energy $w_q\delta n_q$, where $w_q>0$ is the Coulomb kernel. Hence

$$E_D=U-w_qDE_D\quad\Rightarrow\quad E_D=\frac{U}{1+w_qD}. \tag{2}$$

Suppose instead that the cone is displaced uniformly in momentum. The Fermi disc moves, but its area does not change. No charge appears, and the Coulomb interaction has nothing to respond to.

Strain does both things. It also changes the cone's slope and the area of the unit cell, and these changes leave a band-edge shift that screening cannot remove.

## The strained Hamiltonian

Let $u_{ij}$ be a small, smooth in-plane strain and $\Delta=u_{xx}+u_{yy}$ its dilation. The $x$ axis lies along zigzag. The bonds from an A atom are $\boldsymbol\delta_1=a(0,1)$ and $\boldsymbol\delta_{2,3}=a(\pm\sqrt3/2,-1/2)$. Atoms are labelled by their undeformed positions (comoving coordinates). With $\beta=-d\ln t/d\ln\ell$ for hopping $t$ and bond length $\ell$, and bond-length change $\boldsymbol\delta_n\!\cdot u\cdot\boldsymbol\delta_n/a$,

$$\delta t_n=-\beta t\,\frac{\boldsymbol\delta_n\cdot u\cdot\boldsymbol\delta_n}{a^2}. \tag{3}$$

The sublattice matrix element is $H_{AB}=-\sum_n t_ne^{i\mathbf k\cdot\boldsymbol\delta_n}$. At valley $\tau=\pm1$, $\mathbf K_\tau=\tau(4\pi/3\sqrt3a,0)$, and the three phases are $1,\omega^\tau,\omega^{-\tau}$ with $\omega=e^{2\pi i/3}$. Expanding in $\mathbf p=\mathbf k-\mathbf K_\tau$ without strain, and using $\omega^\tau+\omega^{-\tau}=-1$ and $\omega^\tau-\omega^{-\tau}=i\tau\sqrt3$, gives

$$H_{AB}=\hbar v(\tau p_x-ip_y),\qquad \hbar v=\tfrac32ta. \tag{4}$$

The strain adds, at $\mathbf p=0$,

$$\begin{aligned}-\sum_n\delta t_ne^{i\mathbf K_\tau\cdot\boldsymbol\delta_n}
&=\beta t\Big[u_{yy}-\tfrac34u_{xx}-\tfrac14u_{yy}-\tfrac{\sqrt3}{2}u_{xy}(i\tau\sqrt3)\Big]\\
&=\beta t\Big[-\tfrac34(u_{xx}-u_{yy})-\tfrac{3i\tau}{2}u_{xy}\Big].\end{aligned} \tag{5}$$

Equating (5) to $\hbar v(\tau a_x-ia_y)$ shows that $\mathbf p$ is replaced by $\mathbf p+\mathbf a$, with $\mathbf a=\tau\boldsymbol{\mathcal A}$ and

$$\boldsymbol{\mathcal A}=-\frac{\beta}{2a}(u_{xx}-u_{yy},\,-2u_{xy}). \tag{6}$$

This is the valley-odd gauge field. Relaxation between the two sublattices is not treated. It would rescale $\boldsymbol{\mathcal A}$, which amounts to an effective $\beta$ in (6) only. The relative sublattice displacement is a vector built from $u_{xx}-u_{yy}$ and $u_{xy}$, so to first order it cannot change the velocity determinant found below, where $\beta$ keeps its original value. Returning to laboratory coordinates adds a gradient to $\mathbf a$, which a phase change of the wavefunction removes.

A sublattice-independent scalar linear in strain can contain only $\Delta$, because the other two strain components form a doublet under the threefold rotation. We write it as $g\Delta$, where $g$ is the deformation potential before screening by the Dirac carriers. Thus

$$H_\tau=\hbar v[\tau\sigma_x(p_x+\tau\mathcal A_x)+\sigma_y(p_y+\tau\mathcal A_y)]+E_D(\mathbf r). \tag{7}$$

The same symmetry fixes the change of the velocity determinant, which controls the density of states: to first order it is proportional to $\Delta$. It can therefore be found from isotropic strain, $u_{xx}=u_{yy}=\Delta/2$. All hoppings, and both velocities, are then multiplied by $1-\beta\Delta/2$, so

$$\det v\rightarrow v^2(1-\beta\Delta). \tag{8}$$

This velocity change is smaller than $g\Delta$ by a factor of order $E_F/g$. It is omitted from (7) for now and restored below, since screening reduces the larger term.

## Why the gauge field is not screened

The Hartree potential is an electrostatic energy, diagonal in the sublattices and the same for both valleys. Its long-wavelength part multiplies the identity in (7) and can change $E_D$. An atomic-scale difference between the sublattices would add a term in $\sigma_z$, which is left out here. Neither part can cancel a term in $\sigma_x$ or $\sigma_y$. This is the sense of "unscreened" here. Exchange and vertex corrections can renormalize $\boldsymbol{\mathcal A}$ and are outside the Hartree approximation.

A separate question is whether $\boldsymbol{\mathcal A}$ induces charge. Within one valley, apply $\Theta=i\sigma_y\mathcal K$, where $\mathcal K$ is complex conjugation. It reverses $\mathbf p$ and every Pauli matrix, leaves real fields alone, and preserves the density $|\psi(\mathbf r)|^2$ summed over the two sublattices. In valley $K$,

$$\Theta[\boldsymbol\sigma\cdot(\mathbf p+\mathbf a)+V+m\sigma_z]\Theta^{-1}
=\boldsymbol\sigma\cdot(\mathbf p-\mathbf a)+V-m\sigma_z, \tag{9}$$

in units $\hbar v=1$; the other valley behaves alike. The spectra on the two sides agree, hence so do the occupations. For $m=0$ the density is even in $\mathbf a$, and its linear term vanishes in each valley separately.

Valley oddness by itself would not give this result, as a sublattice gap shows. The static first-order change of the density matrix is $(f_1-f_2)/(\varepsilon_1-\varepsilon_2)$ times the matrix element of the perturbation. For a perturbation $O\phi_qe^{i\mathbf q\cdot\mathbf r}$, the density per flavour is therefore

$$\delta n_q=\phi_q\int\!\frac{d^2k}{(2\pi)^2}\sum_{ss'}\frac{f_1-f_2}{\varepsilon_1-\varepsilon_2}\,\mathrm{Tr}[P_1P_2O]. \tag{10}$$

Here 1 and 2 denote momenta $\mathbf k\mp\mathbf q/2$ and bands $s,s'$, with projectors $P=\frac12(1+s\,\mathbf n\cdot\boldsymbol\sigma)$. The unit vector $\mathbf n$ points along $(k_x,k_y,m)$ in valley $K$, and $E=\sqrt{k^2+m^2}$. Let $\mathbf q$ lie along $x$, put the chemical potential in the gap, and choose $O=\sigma_y$. The trace is

$$\tfrac12[sn_{1y}+s'n_{2y}+iss'(\mathbf n_1\times\mathbf n_2)_y]. \tag{11}$$

Only $s'=-s$ contributes, and both terms have the factor $-1/(E_1+E_2)$. The first two parts of (11) cancel in the sum. With $(\mathbf n_1\times\mathbf n_2)_y=mq/(E_1E_2)$, what remains at small $q$ is

$$\frac{\delta n_q}{a_{y,q}}=imq\int\!\frac{d^2k}{(2\pi)^2}\frac{1}{2E^3}
=\frac{imq}{4\pi}\int_0^\infty\!\frac{k\,dk}{(k^2+m^2)^{3/2}}=\frac{iq\,\mathrm{sgn}\,m}{4\pi}. \tag{12}$$

In the other valley $n_x$ changes sign, and so does the cross product. The strain field $a_y=\tau\mathcal A_y$ changes sign as well, so the valleys add. Including spin,

$$\delta n=\frac{\mathrm{sgn}\,m}{\pi}(\partial_x\mathcal A_y-\partial_y\mathcal A_x)\qquad(\mu\text{ in the gap},\ q\to0). \tag{13}$$

A real magnetic vector potential has the same sign in both valleys, and its two contributions cancel. In gapped graphene a pseudomagnetic field can thus create a scalar Hartree potential, although $\boldsymbol{\mathcal A}$ itself remains unscreened at this level. The rest of the treatment takes $m=0$.

## Polarization at finite wavelength

Integrating the three-dimensional Coulomb interaction over the wavenumber normal to the sheet gives

$$w_q=\int_{-\infty}^{\infty}\frac{dk_z}{2\pi}\frac{e^2}{\varepsilon_0\kappa(q^2+k_z^2)}=\frac{e^2}{2\varepsilon_0\kappa q}, \tag{14}$$

where $\kappa$ is the dielectric constant of the surroundings. If the media above and below the sheet differ, matching the potential and the displacement field at the sheet gives the same $w_q$ with $\kappa$ the mean of their two constants. Gates are assumed to be much farther away than $1/q$.

For a scalar perturbation $O=1$, and $\Pi(q)=-\delta n_q/E_{D,q}$ summed over flavours. We now call the two momenta $\mathbf k$ and $\mathbf k'=\mathbf k+\mathbf q$, with angle $\vartheta$ between them. The trace in (10) becomes $F_{ss'}=\frac12(1+ss'\cos\vartheta)$. Since (10) is linear in the occupations, the neutral sea and the added electrons can be treated separately.

**Neutral sea.** The two interband terms are equal:

$$\Pi_0=8\int\!\frac{d^2k}{(2\pi)^2}\frac{\frac12(1-\cos\vartheta)}{\hbar v(k+k')}. \tag{15}$$

Use elliptic coordinates $k+k'=q\cosh\xi$, $k-k'=q\cos\eta$, for which $d^2k=kk'\,d\xi\,d\eta$. From $q^2=k^2+k'^2-2kk'\cos\vartheta$,

$$\tfrac12(1-\cos\vartheta)=\frac{q^2-(k-k')^2}{4kk'}=\frac{q^2\sin^2\eta}{4kk'}. \tag{16}$$

The factors $kk'$ cancel, leaving

$$\Pi_0=\frac{q}{2\pi^2\hbar v}\int_0^{2\pi}\!\sin^2\eta\,d\eta\int_0^\infty\!\frac{d\xi}{\cosh\xi}
=\frac{q}{2\pi^2\hbar v}\,\pi\,\frac\pi2=\frac{q}{4\hbar v}. \tag{17}$$

**Added electrons.** These fill the upper band for $k<k_F$. An added electron can be either state in (10); the two cases are equal after relabelling momenta and give a factor 2. Summing over the other state's band,

$$\sum_{s'}\frac{F_{+s'}}{k-s'k'}=\frac{k+k'\cos\vartheta}{k^2-k'^2}
=-\frac{2k+q\cos\varphi}{q(q+2k\cos\varphi)}, \tag{18}$$

where $\varphi$ is the angle between $\mathbf k$ and $\mathbf q$, and $kk'\cos\vartheta=k^2+kq\cos\varphi$ was used. Singular denominators are taken as principal values, because the original difference $f_1-f_2$ excludes the singularity symmetrically. Now

$$\frac{2k+q\cos\varphi}{q(q+2k\cos\varphi)}=\frac1{2k}-\frac{q^2-4k^2}{2kq}\,\frac1{q+2k\cos\varphi}. \tag{19}$$

With $z=\tan(\varphi/2)$,

$$\int_0^{2\pi}\!\frac{d\varphi}{q+2k\cos\varphi}=\int_{-\infty}^\infty\!\frac{2\,dz}{(q+2k)+(q-2k)z^2}
=\begin{cases}2\pi/\sqrt{q^2-4k^2},&q>2k,\\0,&q<2k.\end{cases} \tag{20}$$

The second line holds because the principal value of $\int dz/(z^2-c^2)$ over the whole line is zero. The angular integral of (19) is therefore $(\pi/k)[1-\sqrt{1-4k^2/q^2}]$, with the root present only for $k<q/2$. Multiplying by $8/(4\pi^2\hbar v)$ and integrating over $k\,dk$,

$$\Pi_{\rm dop}=\frac{2}{\pi\hbar v}\left[k_F-\int_0^{\min(k_F,q/2)}\!\!\sqrt{1-\frac{4k^2}{q^2}}\,dk\right]. \tag{21}$$

For $q\le2k_F$ the integral is $\pi q/8$, and the resulting $-q/4\hbar v$ cancels (17):

$$\Pi(q)=D,\qquad q\le2k_F. \tag{22}$$

For $q>2k_F$, put $x=2k_F/q$. The integral is $\frac q4[\arcsin x+x\sqrt{1-x^2}]$, and

$$\frac{\Pi(q)}D=1+\frac{\pi q}{8k_F}-\frac12\sqrt{1-x^2}-\frac{q}{4k_F}\arcsin x. \tag{23}$$

The scalar deformation potential is thus reduced to $g\Delta_q/\epsilon(q)$ with $\epsilon=1+w_q\Pi(q)$. With $\alpha=e^2/(4\pi\varepsilon_0\kappa\hbar v)$,

$$\epsilon=1+\frac{q_{TF}}q,\quad q_{TF}=4\alpha k_F\quad(q\le2k_F);\qquad
\epsilon\to1+\frac{\pi\alpha}{2}\quad(q\gg k_F). \tag{24}$$

The second limit is the response of neutral graphene: for small $x$, (23) tends to $\pi q/8k_F$, which is $\Pi_0/D$. Interband transitions still screen there, by a factor independent of wavelength.

## What remains of the band edge

We now restore the velocity change (8), for $q\ll k_F$. At fixed energy the area of the Fermi contour varies as $1/\det v$. In the laboratory, the comoving density must also be divided by the cell-area factor $1+\Delta$:

$$n=\frac{(\mu-E_D)^2}{\pi\hbar^2v^2(1-\beta\Delta)(1+\Delta)}. \tag{25}$$

To first order, with (1),

$$\delta n=-DE_D+(\beta-1)\bar n\Delta. \tag{26}$$

The compensating charge sits on remote gates and stays uniform, so $E_{D,q}=g\Delta_q+w_q\delta n_q$. Solving,

$$\boxed{E_{D,q}=\frac{g+(\beta-1)w_q\bar n}{\epsilon(q)}\,\Delta_q},\qquad q\ll k_F. \tag{27}$$

If the dopants were instead fixed to the lattice, their density would change by $-\bar n\Delta$, and $\beta-1$ would become $\beta$.

For $q\ll q_{TF}$, still with $1/q$ much shorter than the gate distance, $\epsilon\approx w_qD=q_{TF}/q$, and the deformation term in (27) becomes $g(q/q_{TF})\Delta$. It is negligible beside the kinetic term only at still longer wavelengths, $q\ll(\beta-1)E_Fq_{TF}/2g$. There

$$E_D\to(\beta-1)\frac{\bar n}{D}\Delta=\frac{\beta-1}{2}E_F\Delta. \tag{28}$$

The deformation potential has dropped out, but the band edge is not flat. Neutrality fixes the density, and where the cone is less steep a fixed density needs a smaller Fermi energy. With constant $\mu$, the Dirac point must rise there. The ratio of the second to the first term in (27) is $(\beta-1)w_q\bar n/g$. It grows as $1/q$, so a small $E_F/g$ alone does not justify dropping the kinetic term.

Equation (26) is local. A finite-wavelength correction can be illustrated by an isotropic velocity modulation $\delta v=\lambda v$, whose matrix element is $\lambda_q\frac12(\varepsilon_1+\varepsilon_2)$ times the overlap of the two states. For the neutral sea the two interband terms now cancel. For the added electrons, (18) is replaced by

$$\sum_{s'}F_{+s'}\frac{k+s'k'}{2(k-s'k')}=\frac{|\mathbf k+\mathbf k'|^2}{2(k^2-k'^2)}
=-1-\frac{4k^2-q^2}{2q(q+2k\cos\varphi)}. \tag{29}$$

By (20) its angular integral is $-2\pi+(\pi/q)\sqrt{q^2-4k^2}$, the root again only for $k<q/2$. Since $\int_0^{q/2}k\sqrt{q^2-4k^2}\,dk=q^3/12$, for $q\le2k_F$

$$\delta n_q=\frac{2}{\pi^2}\left[-\pi k_F^2+\frac{\pi q^2}{12}\right]\lambda_q=-2\bar n\left(1-\frac{q^2}{12k_F^2}\right)\lambda_q. \tag{30}$$

In a strain wave, anisotropic terms of the strained lattice enter at the same order and can offset this correction. They are not evaluated here, so (30) is not an error estimate for a strain wave.

## A strain wave

Consider a longitudinal wave of amplitude $s$ whose wavevector makes an angle $\theta$ with zigzag: $u_{ij}=s\hat q_i\hat q_j\cos(\mathbf q\cdot\mathbf r)$. Its dilation has amplitude $s$ for every $\theta$. Equation (6) gives $\boldsymbol{\mathcal A}=-(\beta s/2a)(\cos2\theta,-\sin2\theta)\cos(\mathbf q\cdot\mathbf r)$, and the pseudomagnetic field is

$$B_s=\frac\hbar e(\partial_x\mathcal A_y-\partial_y\mathcal A_x)=-\frac{\hbar\beta sq}{2ea}\sin3\theta\,\sin(\mathbf q\cdot\mathbf r), \tag{31}$$

because $\cos\theta\sin2\theta+\sin\theta\cos2\theta=\sin3\theta$. The field in valley $\tau$ is $\tau B_s$. For a wave along zigzag it vanishes, and the gauge field can be removed by a phase. Along armchair, $\theta=90^\circ$, it is largest. Turning the wave changes $B_s$ and leaves the scalar source unchanged.

Take the round parameters $v=10^6$ m/s, $a=0.14$ nm, $\beta=3$, $g=4$ eV, $\kappa=3$ and $\bar n=4\times10^{12}$ cm$^{-2}$, with $s=0.005$ and a wavelength of 50 nm along armchair. Then $k_F=0.3545$ nm$^{-1}$, $E_F=0.2333$ eV, $q=0.1257$ nm$^{-1}$ and $q_{TF}=1.034$ nm$^{-1}$. From (24),

$$\epsilon=1+\frac{1.034}{0.1257}=9.23.$$

The bare modulation has amplitude $gs=20$ meV. With $w_q\bar n=0.960$ eV, (27) gives

$$E_D=\frac{4+2(0.960)}{9.23}\times0.005\ \text{eV}=3.2\ \text{meV}.$$

Of this, 2.2 meV is the screened deformation potential and 1.0 meV is kinetic, about a third of the total. A self-consistent solution of the nonlinear relation (25) with the Coulomb kernel (14) also gives 3.2 meV, so linearizing (25) is adequate here. For an isotropic velocity modulation of this wavelength, the correction in (30) would be about 1%.

The gauge amplitude is $\mathcal A=3(0.005)/(2\times0.14)=0.0536$ nm$^{-1}$, or $\hbar v\mathcal A=35$ meV, with no division by $\epsilon$. This value, and the fields $B_s$ that follow from it, use the unrelaxed $\beta$. In a lattice held by bond-stretching and bond-bending forces, relaxation between the sublattices lowers them by an appreciable fraction, while $E_D$ is unaffected to first order. Since $\hbar/e=658$ T nm$^2$, the field amplitude is $658\times0.0536\times0.1257=4.4$ T. Charge of second order in $\boldsymbol{\mathcal A}$ is allowed by (9) and has not been calculated. The ratio $\mathcal Aq/k_F^2=0.054$ indicates a weak field but does not bound that charge.

| Wavelength (nm) | $\epsilon$ | $gs/\epsilon$ (meV) | Total $E_D$ (meV) | $B_s$ (T) |
|---:|---:|---:|---:|---:|
| 200 | 33.9 | 0.59 | 1.72 | 1.1 |
| 100 | 17.5 | 1.15 | 2.25 | 2.2 |
| 50 | 9.23 | 2.17 | 3.21 | 4.4 |
| 5 | 2.19 | 9.13 | not local | 44 |

At 200 nm the kinetic part is about two thirds of the total, which is still nearly half above the limit (28) of 1.17 meV. At 5 nm, $q=3.5k_F$ and $\epsilon$ is close to its neutral value 2.15; (27) does not apply there, so only the deformation part is given. The decrease of $B_s$ with wavelength comes from the derivative in (31), at constant $\mathcal A$, and not from screening. The numerical output gives the remaining values and the checks of the response formulas.

## Numbers as computed

```
TESTS
Dirac-point shift, largest relative error: 4.7e-04
d ln(det v)/d(dilation), two valleys: -3.0008, -3.0008
Pi*hbar*v/k_F at q=1 k_F: Kubo 0.6366, formula 0.6366
Pi*hbar*v/k_F at q=3 k_F: Kubo 0.8012, formula 0.8009
neutral Pi*hbar*v/q: Kubo 0.2500, formula 0.2500
velocity response/k_F^2 at q=k_F: Kubo -0.5844, formula -0.5836
massless charge response to gauge field (q=k_F): 3.7e-19
gapped, q=0.2 m: strain response/(i q) 0.3172, 1/pi 0.3183
gapped, real magnetic field, valley sum: 5.6e-18
odd-in-A density, finite fields: massless 1.9e-16, gapped 7.0e-02
EXAMPLE INPUTS
v = 1.0e+06 m/s, a = 0.14 nm, beta = 3.0, g = 4.0 eV
kappa = 3.0, density = 4.0e+12 cm^-2
strain amplitude = 0.0050, wavelength = 50 nm, along armchair
EXAMPLE RESULTS
hbar*v = 0.6582 eV nm, k_F = 0.3545 nm^-1, E_F = 0.2333 eV
density of states = 0.3429 eV^-1 nm^-2, alpha = 0.7292
q = 0.1257 nm^-1, q/k_F = 0.3545, q_TF = 1.0340 nm^-1
Coulomb kernel w = 23.999 eV nm^2, w*n = 0.9600 eV
eps(q) = 9.228, neutral eps = 2.145
bare band-edge amplitude = 20.00 meV
screened deformation part = 2.167 meV
kinetic part = 1.040 meV
total band-edge amplitude = 3.207 meV
nonlinear self-consistent amplitude = 3.207 meV
q->0 limit of band edge = 1.167 meV
isotropic finite-q correction q^2/(12 k_F^2) = 0.0105
gauge amplitude A = 0.05357 nm^-1, hbar*v*A = 35.26 meV
pseudomagnetic field amplitude = 4.431 T
field parameter A*q/k_F^2 = 0.0536
TABLE: wavelength nm | q/k_F | eps | screened g part meV | total meV | B_s T
200 | 0.089 | 33.914 | 0.590 | 1.722 | 1.108
100 | 0.177 | 17.457 | 1.146 | 2.245 | 2.216
50 | 0.354 | 9.228 | 2.167 | 3.207 | 4.431
5 | 3.545 | 2.191 | 9.126 | not local | 44.311
```
